# Why the surface resistivity of thin metal films depends on temperature

**What the dimensions allow**

A metal film of thickness \(d\) carries current parallel to its faces. Let the metal have a spherical Fermi surface, one bulk mean free path \(l\) for all directions, and the same constant specularity \(p<1\) at both faces. A fraction \(p\) of the electrons reaching a face is reflected like light from a mirror; the rest leaves with no memory of its drift.

The bulk resistivity is \(\rho_0=mv_F/(ne^2l)\), so the product

\[
C=\rho_0l=\frac{mv_F}{ne^2}=\frac{3\pi^2\hbar}{e^2k_F^2}
\]

does not contain the temperature. The last form uses \(v_F=\hbar k_F/m\) and \(n=k_F^3/3\pi^2\). In classical transport the Fermi wavelength enters only through \(C\). The remaining lengths are \(d\) and \(l\), so dimensions fix the excess resistivity to be

\[
\Delta\rho=\rho_{\rm film}-\rho_0=\frac{C}{d}\,F(\kappa,p),\qquad \kappa=\frac dl .
\]

Matthiessen's rule says that surfaces add a temperature-independent resistivity. At fixed \(d\) and \(p\), it therefore requires \(F\) not to depend on \(\kappa\). Heating adds phonons, shortens \(l\) and raises \(\kappa\). In this model \(F\) first rises with \(\kappa\), passes a maximum near \(\kappa=1\), and then falls slowly to a constant. The excess thus grows with temperature as long as the mean free path is longer than about the film thickness, but not at all temperatures.

**The surface rate of each direction**

Let \(z\) be the film normal, \(\zeta=z/d\) and \(u=|v_z|/v_F\). For a field \(E\) along \(x\) and electron charge \(-e\), the linear Boltzmann equation is

\[
v_z\frac{\partial f_1}{\partial z}+\frac{f_1}{\tau}=eEv_x\frac{\partial f_0}{\partial\varepsilon},\qquad l=v_F\tau .
\]

Isotropic scattering returns no electrons to \(f_1\), because \(f_1\) is odd in \(v_x\) and averages to zero. Write \(f_1=eEv_x(\partial f_0/\partial\varepsilon)(d/v_F)G\). For electrons moving towards larger \(z\),

\[
u\frac{dG}{d\zeta}+\kappa G=1 .
\]

Here \(G\) is a drift lifetime in units of \(d/v_F\). The two faces are alike, so the opposite stream is the mirror image of this one, and the boundary condition becomes \(G(0)=pG(1)\). With \(x=\kappa/u\), the solution is

\[
G=\frac1\kappa\left(1-Be^{-x\zeta}\right),\qquad 1-B=p(1-Be^{-x})\;\Rightarrow\; B=\frac{1-p}{1-pe^{-x}} .
\]

Averaging over the thickness gives

\[
T(u)=\frac1\kappa\left(1-\frac gx\right),\qquad g=\frac{(1-p)(1-e^{-x})}{1-pe^{-x}} .
\]

Define the surface rate \(s\), in units of \(v_F/d\), by \(T=1/(\kappa+s)\). Then \(s=1/T-\kappa=\kappa g/(x-g)\), and since \(x/\kappa=1/u\),

\[
\frac1s=\frac1u\left(\frac1g-\frac1x\right).
\]

The numerator in \(1/g\) can be split as \(1-pe^{-x}=(1-p)+p(1-e^{-x})\), so

\[
\frac1g=\frac{1}{1-e^{-x}}+\frac{p}{1-p},\qquad \frac1{1-e^{-x}}=\frac12+\frac12\coth\frac x2 .
\]

With the Langevin function \(L(y)=\coth y-1/y\), this becomes

\[
s(u,\kappa)=\frac{u}{\dfrac{p}{1-p}+\dfrac12+\dfrac12L\!\left(\dfrac{\kappa}{2u}\right)} .
\]

Two properties of \(s\) matter. It depends on direction: grazing electrons, with small \(u\), seldom meet a face. It also depends on \(\kappa\): as \(L\) rises from 0 to 1, \(s\) falls from \(2u(1-p)/(1+p)\) to \(u(1-p)\). In a thin film most electrons travel from face to face; only those with \(u\) below about \(\kappa\) usually collide in the bulk first. In a thick one bulk collisions screen the interior, and only a layer of depth about \(ul\) feels a face.

The directions conduct in parallel. The current contains \(v_x^2\), whose average over azimuth is proportional to \(1-u^2\). Normalizing this weight on \(0<u<1\),

\[
\rho_{\rm film}=\frac Cd\,\frac1{\langle T\rangle},\qquad \langle T\rangle=\frac32\int_0^1(1-u^2)\,T(u)\,du,\qquad F=\frac1{\langle T\rangle}-\kappa .
\]

Inserting \(T=(1-g/x)/\kappa\) gives the Fuchs-Sondheimer formula,

\[
\frac{\rho_0}{\rho_{\rm film}}=\kappa\langle T\rangle=1-\frac{3(1-p)}{2\kappa}\int_0^1(u-u^3)\frac{1-e^{-\kappa/u}}{1-pe^{-\kappa/u}}\,du .
\]

**Why the excess rises, and why it stops**

Differentiating \(T=1/(\kappa+s)\) gives \(dT/d\kappa=-T^2(1+\partial s/\partial\kappa)\). Hence

\[
\frac{dF}{d\kappa}=-\frac{1}{\langle T\rangle^2}\frac{d\langle T\rangle}{d\kappa}-1
=\frac{\langle T^2\rangle-\langle T\rangle^2}{\langle T\rangle^2}
+\frac{\langle T^2\,\partial s/\partial\kappa\rangle}{\langle T\rangle^2}.
\]

The first term is the relative variance of the lifetimes, and it is positive. In a clean film the long-lived grazing electrons short-circuit those that are scattered by the faces. Phonons raise the bulk rate \(\kappa\) by the same amount for every direction, which costs the long-lived electrons most. The current must then shift to directions that meet the faces more often, so the surfaces contribute more resistivity although \(p\) has not changed.

The second term is negative. Differentiating \(1/s\) gives

\[
\frac{\partial s}{\partial\kappa}=-\frac{s^2}{4u^2}\,L'\!\left(\frac{\kappa}{2u}\right)<0,\qquad L'(y)=\frac1{y^2}-\frac1{\sinh^2y}>0 .
\]

This is the screening of the faces by bulk collisions. If \(s\) were the same for all directions and independent of \(\kappa\), both terms would vanish and Matthiessen's rule would hold.

The two limits show that the rise must end. For \(\kappa\ll1\), directions with \(u<\kappa\) contribute at most a finite amount to \(\langle T\rangle\), because \(T\le1/\kappa\). The range \(\kappa<u<1\), where \(s\simeq2u(1-p)/(1+p)\), gives a logarithm:

\[
\langle T\rangle\simeq\frac34\,\frac{1+p}{1-p}\ln\frac1\kappa,\qquad
F\simeq\frac43\,\frac{1-p}{1+p}\,\frac1{\ln(1/\kappa)}\to0 .
\]

For \(\kappa\gg1\) the exponentials are negligible. Since \(\int_0^1(u-u^3)\,du=1/4\),

\[
\kappa\langle T\rangle\simeq1-\frac a\kappa,\qquad a=\frac{3(1-p)}8,\qquad
F\simeq\frac{a}{1-a/\kappa} .
\]

So \(F\) starts from zero and approaches \(a\) from above; a continuous function that does this has a maximum in between. A scan of 200 values of \(\kappa\) from 0.0001 to 50 found one maximum for each of \(p=0,\,0.2,\,0.5,\,0.8\). They lie at \(\kappa^*=0.79,\,0.88,\,0.99,\,1.09\).

**How large: a 100 nm gallium film**

Take \(d=100\) nm, \(p=0.2\) and a residual mean free path of 1000 nm. Three free electrons per atom, with a rough density of 5.9 g/cm³ and molar mass of 69.7 g/mol, give \(k_F=16.54\) nm⁻¹ and \(C=44.44\) µΩ cm nm. Thus \(C/d=44.44/100=0.4444\) µΩ cm. Phonon resistivity follows the Bloch-Grüneisen law,

\[
\rho_{\rm ph}\propto\left(\frac T\Theta\right)^5\int_0^{\Theta/T}\frac{x^5\,dx}{(e^x-1)(1-e^{-x})},
\]

with rough values \(\Theta=320\) K and \(\rho_{\rm ph}=15\) µΩ cm at 273 K. It is added to the residual resistivity to give \(\rho_0\), so Matthiessen's rule is assumed for the bulk. Resistivities below are in µΩ cm. The last column keeps each \(s(u)\) at its 4 K value.

| T (K) | \(d/l\) | \(\rho_0\) | \(\Delta\rho\) | \(\Delta\rho\), frozen \(s\) |
|---|---|---|---|---|
| 4 | 0.100 | 0.044 | 0.126 | 0.126 |
| 30 | 0.247 | 0.110 | 0.144 | 0.151 |
| 40 | 0.628 | 0.279 | 0.156 | 0.176 |
| 60 | 2.37 | 1.052 | 0.150 | 0.200 |
| 200 | 23.3 | 10.36 | 0.135 | 0.214 |

The excess rises by about 25% from 4 K to its maximum of 0.157 µΩ cm near 44 K. It then falls towards \(aC/d=0.3\times0.4444=0.133\) µΩ cm. With frozen surface rates it keeps rising, which identifies screening as the cause of the decline. The slope terms agree: at \(\kappa=0.1\) the variance gives \(+0.61\) and screening \(-0.13\), while at the maximum they are \(+0.049\) and \(-0.049\).

The current distribution shows the short circuit. Directions with \(u<0.2\) carry 59% of the current at 4 K and 30% at 200 K, the latter being close to the bulk share.

Suppose the excess is measured at 4 K and Matthiessen's rule is used to predict the film at 30 K. The prediction is \(0.110+0.126=0.236\) µΩ cm, whereas the model gives 0.254, so the prediction is 7% too low. At 200 K the same procedure is wrong by only about 0.1% of the film resistivity, because phonons dominate.

**What a real film changes**

Gallium can be grown as very pure crystals with long low-temperature mean free paths, but a residual path ten times the thickness is demanding for a film. Grains about as wide as the film is thick would limit \(l\) to roughly \(d\) if their boundaries scatter strongly. If they act as isotropic bulk scattering, then \(\kappa\) starts near 1, close to the maximum at \(\kappa^*=0.88\). Little or nothing of the rise is then left, and further heating lowers the model excess. The example also assumes the ordinary alpha phase, which is a normal metal at 4 K; some other phases that can form in films are superconducting there. Gallium is also strongly anisotropic and has several Fermi-surface sheets, so the free-electron \(C\) is itself rough.

An ellipsoidal band with one relaxation time \(\tau\) over the whole Fermi surface sizes the anisotropy. Rescaling the momentum axes turns the ellipsoid into a sphere, on which \(v_z=v_{z,\max}u\) and the current weight is again \(1-u^2\). The thick limit \(aC/d\) therefore keeps its form, with \(mv_F\) in \(C\) replaced by \(m_xv_{z,\max}\): the mass along the current sets the resistivity, and the velocity along the normal sets the surface rate. Hence \(\Delta\rho\propto m_xv_{z,\max}\propto m_x/\sqrt{m_z}\) at fixed density and Fermi energy. With \(m_x=m_y\), holding these fixed means holding \(m_x^2m_z\) fixed. For \(m_z/m_x=r\) this gives \(m_x\propto r^{-1/3}\) and \(m_z\propto r^{2/3}\), hence a factor \(r^{-2/3}\). A rough ratio of 7 multiplies the thick-film excess by 0.27 if the normal is the heavy axis, and by 3.7 if it is the light one. With one mean free path for all directions instead of one \(\tau\), the factors are 0.34 and 2.8.

A single \(l\) also assumes that each collision randomizes the direction. Cold phonons deflect electrons by small angles, about 0.23 rad rms at 20 K in a one-branch estimate. Such a deflection hardly relaxes the bulk current but can remove an electron from a grazing path. The opposite extreme treats phonon scattering as diffusion in angle: the harmonic of order \(j\) decays at \(j(j+1)/2\) times the transport rate, which leaves the bulk resistivity unchanged. Solving the Boltzmann equation across the film with this angular diffusion gives an excess of about 0.147 µΩ cm at 20 K instead of 0.130, and 0.161 at 30 K instead of 0.144. At 50 K it gives about 0.13, below the single-\(l\) value of 0.155. The excess thus rises earlier and also falls earlier, with its maximum near 31 K instead of 44 K. The small-angle values in the numerical output retain the single-\(l\) surface rates \(s\). That shortcut overstates the effect: it gives 0.157 at 20 K, 0.182 at 30 K and 0.170 at 50 K, so those values should not be used as predictions.

Quantum confinement and thermal smearing should matter less here: roughly 500 subbands are occupied, and \(k_BT/E_F\) is 0.0017 at 200 K.

**What to do about it**

- Do not read a temperature-dependent excess as a temperature-dependent \(p\) before fitting the full integral with \(\kappa(T)\). The bulk \(\rho_0(T)\) should come from a thick sample of the same purity and grain structure.
- Use \(\Delta\rho=3(1-p)C/(8d)\) only when \(l\ll d\) and bulk collisions randomize the direction; in the angular-diffusion limit the thick-film excess at \(p=0.2\) is about \(0.24\,C/d\) instead of \(0.30\,C/d\). Applied to the example at its maximum, it gives \(1-p=0.8\times0.157/0.133\approx0.94\), or \(p\approx0.06\) instead of 0.2. Applied at 4 K, it gives \(p\approx0.24\). The apparent change in \(p\) is an artefact of the formula.
- A rise exists only if the residual mean free path exceeds \(d/\kappa^*\), which is 0.9 to 1.3 times \(d\) for the values of \(p\) scanned. To see it clearly, choose a much longer path: at twice the thickness the excess rises by only 1 to 2% up to its maximum, at ten times the thickness by 15 to 25%. These figures hold for the single-\(l\) model; small-angle scattering and anisotropy shift them. So does a specularity that increases towards grazing incidence, which moves the maximum to larger \(d/l\) and can make the rise several times larger: for \(p(u)=e^{-4u^2}\) the maximum lies near \(d/l=2.1\), and the excess rises by about 130% from \(d/l=0.1\).

The numerical output below gives the remaining temperatures and inputs.

## Computed values

```
thickness 100 nm; residual path 1000 nm; p 0.2
rough inputs: density 5.9 g/cm3, molar mass 69.7 g/mol
rough inputs: Debye 320 K, phonon resistivity at 273 K 15 uohm cm
electron density 1.529e+23 cm^-3; k_F 16.54 nm^-1
C = rho*l 44.44 uohm cm nm; C/d 0.4444 uohm cm
p 0.0: maximum at d/l 0.790, F there 0.4639, thick limit 0.3750
p 0.2: maximum at d/l 0.877, F there 0.3527, thick limit 0.3000
p 0.5: maximum at d/l 0.992, F there 0.2061, thick limit 0.1875
p 0.8: maximum at d/l 1.094, F there 0.0777, thick limit 0.0750
T/K, l/nm, d/l, bulk, film, excess, frozen excess (uohm cm), current share u<0.2
  4   999.9   0.100   0.0444   0.1704  0.1259  0.1259  0.587
 10   993.7   0.101   0.0447   0.1708  0.1260  0.1261  0.586
 20   831.8   0.120   0.0534   0.1832  0.1298  0.1309  0.568
 30   404.9   0.247   0.1098   0.2539  0.1441  0.1510  0.494
 40   159.1   0.628   0.2793   0.4351  0.1558  0.1756  0.403
 50    74.4   1.345   0.5977   0.7529  0.1552  0.1916  0.351
 60    42.2   2.367   1.0521   1.2018  0.1497  0.2003  0.327
 80    19.9   5.014   2.2282   2.3699  0.1417  0.2078  0.310
120     9.0  11.147   4.9543   5.0913  0.1370  0.2122  0.302
200     4.3  23.306  10.3576  10.4927  0.1351  0.2142  0.299
largest excess shift, other quadrature 4.9e-16 uohm cm
maximum at 44.0 K: excess 0.1567 uohm cm
rise from 4 K to maximum 24.5 percent
thick-film limit of excess 0.1333 uohm cm
bulk current share u<0.2: 0.296
slope dF/dkappa at d/l 0.100: spread +0.6076, screening -0.1288, sum +0.4788
slope dF/dkappa at d/l 0.877: spread +0.0488, screening -0.0488, sum +0.0000
slope dF/dkappa at d/l 3.000: spread +0.0050, screening -0.0136, sum -0.0086
4 K: excess with small-angle phonons 0.1260 uohm cm; rms phonon angle 0.045 rad
10 K: excess with small-angle phonons 0.1307 uohm cm; rms phonon angle 0.113 rad
20 K: excess with small-angle phonons 0.1571 uohm cm; rms phonon angle 0.227 rad
30 K: excess with small-angle phonons 0.1817 uohm cm; rms phonon angle 0.333 rad
50 K: excess with small-angle phonons 0.1702 uohm cm; rms phonon angle 0.474 rad
largest basis shift, 40 to 80 functions 2.9e-05 uohm cm
mass ratio 7: thick-film excess factor, heavy normal 0.27, light normal 3.66
occupied subbands about 527; Fermi energy 10.43 eV
kT/E_F at 200 K 1.7e-03
```
